# Comment on time reversal as complex conjugation in any basis: a numerical check

```python
# RESULT UNDER TEST
# Time reversal Theta acts on coefficients as c -> U c*. If c' = V c (V unitary),
# then U' = V U V^T. Hence Theta is plain conjugation only in special bases:
#   momentum basis:       phi(p) -> phi*(-p)
#   spherical harmonics:  c_m -> (-1)^m c*_{-m}
#   spin 1/2:             U is antisymmetric in every basis, never the unit matrix
# A Hamiltonian matrix H is invariant when H = U H* U^dagger, not when H = H*.
# Hartree atomic units; angular momentum in units of hbar.
import numpy as np
from math import factorial, pi
from numpy.polynomial import Polynomial
from scipy.linalg import expm

rng = np.random.default_rng(7)


def random_unitary(n):
    q, _ = np.linalg.qr(rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
    return q


def random_vector(n):
    c = rng.normal(size=n) + 1j * rng.normal(size=n)
    return c / np.linalg.norm(c)


def biggest(a):
    return float(np.max(np.abs(a)))


def defect(H, U):
    """Largest element of U H* U^dagger - H; zero for an invariant H."""
    return biggest(U @ H.conj() @ U.conj().T - H)


def real_basis(U):
    """For symmetric unitary U return V with V U V^T = 1."""
    _, O = np.linalg.eigh(U.real + 0.7123 * U.imag)
    d = np.diag(O.T @ U @ O).astype(complex)
    return (O * np.sqrt(d)).conj().T


def show(label, values, unit, digits=4):
    values = np.round(np.atleast_1d(values).astype(float), digits) + 0.0
    print(f"{label}: " + ", ".join(f"{v:.{digits}f}" for v in values) + f" {unit}")


# ---------- general change of basis, tested by its action on a vector ----------
U, V, c = random_unitary(4), random_unitary(4), random_vector(4)
image = V @ (U @ c.conj())
assert biggest(image - (V @ U @ V.T) @ (V @ c).conj()) < 1e-12
assert biggest(image - (V @ U @ V.conj().T) @ (V @ c).conj()) > 1e-2
assert biggest(V.conj().T @ (V @ c).conj() - (V.T @ V).conj() @ c.conj()) < 1e-12
G = random_unitary(5)
U_sym = G @ G.T
V_real = real_basis(U_sym)
assert biggest(V_real @ V_real.conj().T - np.eye(5)) < 1e-9
assert biggest(V_real @ U_sym @ V_real.T - np.eye(5)) < 1e-9

# ---------- Gaussian packet in position and momentum space ----------
x0, p0, width = 1.5, 2.0, 0.5
x = np.linspace(-10, 10, 801)
p = np.linspace(-14, 14, 801)
dx, dp = x[1] - x[0], p[1] - p[0]
fourier = np.exp(-1j * np.outer(p, x)) / np.sqrt(2 * pi)
psi = (2 * pi * width**2) ** -0.25 * np.exp(-(x - x0)**2 / (4 * width**2) + 1j * p0 * x)
phi = fourier @ psi * dx
phi_reversed = fourier @ psi.conj() * dx
assert biggest(phi_reversed - phi[::-1].conj()) < 1e-10
psi_naive = fourier.conj().T @ phi.conj() * dp
assert biggest(psi_naive - psi[::-1].conj()) < 1e-9


def means(f, g):
    return np.array([np.sum(x * abs(f)**2) * dx, np.sum(p * abs(g)**2) * dp])


packet = means(psi, phi)
packet_T = means(psi.conj(), phi_reversed)
packet_K = means(psi_naive, phi.conj())
assert np.allclose(packet, [x0, p0], atol=1e-8)
assert np.allclose(packet_T, packet * [1, -1], atol=1e-8)
assert np.allclose(packet_K, packet * [-1, 1], atol=1e-8)
print("PACKET")
show("width (standard deviation of x)", width, "bohr", 2)
for name, val in (("initial", packet), ("time reversed", packet_T),
                  ("conjugated in p basis", packet_K)):
    show(name + ", mean x", val[0], "bohr")
    show(name + ", mean p", val[1], "a.u.")

# ---------- spherical harmonics from the Rodrigues formula ----------
nodes, weights = np.polynomial.legendre.leggauss(12)
azimuth = 2 * pi * np.arange(24) / 24
cos_t = np.repeat(nodes, 24)
az = np.tile(azimuth, 12)
w = np.repeat(weights, 24) * 2 * pi / 24


def harmonic(l, m, ct, ph):
    poly = Polynomial([-1.0, 0.0, 1.0])**l
    if l + m > 0:
        poly = poly.deriv(l + m)
    legendre = (-1.0)**m / (2**l * factorial(l)) * (1 - ct**2)**(m / 2) * poly(ct)
    norm = np.sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return norm * legendre * np.exp(1j * m * ph)


def shell(l, ph):
    return np.array([harmonic(l, m, cos_t, ph) for m in range(l, -l - 1, -1)])


def angular_momentum(l):
    m = np.arange(l, -l - 1, -1)
    up = np.diag(np.sqrt(l*(l + 1) - m[1:]*(m[1:] + 1.0)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m).astype(complex)]


for l in (1, 2, 3):
    Y = shell(l, az)
    m = np.arange(l, -l - 1, -1)
    assert biggest((Y.conj() * w) @ Y.T - np.eye(2*l + 1)) < 1e-11
    U_l = (Y.conj() * w) @ Y.conj().T
    assert biggest(U_l - np.diag((-1.0)**m)[:, ::-1]) < 1e-11
    L = angular_momentum(l)
    for component, sign in zip(L, (1, -1, 1)):
        assert biggest(U_l @ component.conj() @ U_l.conj().T + component) < 1e-11
        assert biggest(component.conj() - sign * component) < 1e-12
    half_turn = expm(-1j * pi * L[1])
    assert biggest(half_turn @ U_l - (-1)**l * np.eye(2*l + 1)) < 1e-10
    c = random_vector(2*l + 1)
    assert biggest(c.conj() @ Y - (c @ shell(l, -az)).conj()) < 1e-11

# ---------- p shell: states and Hamiltonians ----------
Y, L = shell(1, az), angular_momentum(1)
sin_t = np.sqrt(1 - cos_t**2)
unit_vector = np.array([sin_t*np.cos(az), sin_t*np.sin(az), cos_t])
V_p = (Y.conj() * w) @ (np.sqrt(3 / (4*pi)) * unit_vector).T
U_p = (Y.conj() * w) @ Y.conj().T
assert biggest(V_p @ V_p.T - U_p) < 1e-11
state = np.array([2, 2 + 1j, 0]) / 3


def mean_L(c):
    return np.array([np.vdot(c, A @ c).real for A in L])


L_0, L_T, L_K = mean_L(state), mean_L(U_p @ state.conj()), mean_L(state.conj())
assert np.allclose(L_T, -L_0) and np.allclose(L_K, L_0 * [1, -1, 1])
g, b = 0.05, 0.01
H_field = (Y.conj() * w * g * unit_vector[0] * unit_vector[1]) @ Y.T
H_zeeman = b * L[2]
one3 = np.eye(3)
assert defect(H_field, U_p) < 1e-12 and defect(H_field, one3) > 1e-3
assert defect(H_zeeman, U_p) > 1e-3 and defect(H_zeeman, one3) < 1e-12
assert biggest((V_p.conj().T @ H_field @ V_p).imag) < 1e-12
assert biggest((V_p.conj().T @ H_zeeman @ V_p).real) < 1e-12
print("P SHELL, order m = 1, 0, -1")
show("state, real parts", state.real, "(none)")
show("state, imaginary parts", state.imag, "(none)")
show("initial Lx, Ly, Lz", L_0, "hbar")
show("time reversed Lx, Ly, Lz", L_T, "hbar")
show("conjugated in Y basis Lx, Ly, Lz", L_K, "hbar")
show("strength g of potential g xy/r^2", g, "hartree")
show("its element <1|H|-1>, real part", H_field[0, 2].real, "hartree")
show("its element <1|H|-1>, imaginary part", H_field[0, 2].imag, "hartree")
show("its eigenvalues", np.linalg.eigvalsh(H_field), "hartree")
show("its defect under true reversal", defect(H_field, U_p), "hartree")
show("its defect under plain conjugation", defect(H_field, one3), "hartree")
show("strength b of Zeeman term b Lz", b, "hartree")
show("its defect under true reversal", defect(H_zeeman, U_p), "hartree")
show("its defect under plain conjugation", defect(H_zeeman, one3), "hartree")

# ---------- particle on a ring, plane waves exp(i m angle)/sqrt(2 pi) ----------
m_max, n_grid = 15, 64
m_ring = np.arange(-m_max, m_max + 1)
angle = 2 * pi * np.arange(n_grid) / n_grid
V_ring = np.exp(-1j * np.outer(m_ring, angle)) / np.sqrt(n_grid)
U_ring = V_ring @ V_ring.T
one = np.eye(len(m_ring))
assert biggest(U_ring - one[::-1]) < 1e-12


def ring_H(v1, v2, flux=0.0):
    potential = v1 * np.cos(angle) + v2 * np.sin(2 * angle)
    return np.diag((m_ring + flux)**2 / 2) + (V_ring * potential) @ V_ring.conj().T


def echo(H, U, c, t):
    """Return probability after: evolve, reverse, evolve, reverse."""
    step = expm(-1j * H * t)
    middle = U @ (step @ c).conj()
    final = U @ (step @ middle).conj()
    return abs(np.vdot(c, final))**2


v1, v2, time, m_mean, start = 0.5, 1.0, 5.0, 1.0, 1.0
packet_ring = np.exp(-(m_ring - m_mean)**2 / 4 - 1j * m_ring * start)
packet_ring /= np.linalg.norm(packet_ring)
H_skew, H_even = ring_H(v1, v2), ring_H(v1, 0.0)
i0 = m_max
loop = H_skew[i0, i0+1] * H_skew[i0+1, i0+2] * H_skew[i0+2, i0]
assert abs(loop.imag) > 1e-3 and abs(loop.real) < 1e-12
assert defect(H_skew, U_ring) < 1e-11 and defect(H_skew, one) > 0.1
V_standing = real_basis(U_ring)
assert biggest((V_standing @ H_skew @ V_standing.conj().T).imag) < 1e-10
echo_T = echo(H_skew, U_ring, packet_ring, time)
echo_K = echo(H_skew, one, packet_ring, time)
echo_even = echo(H_even, one, packet_ring, time)
assert abs(echo_T - 1) < 1e-9 and echo_K < 0.9 and abs(echo_even - 1) < 1e-9
print("RING, unit mass and radius 1 bohr")
show("v1, v2", [v1, v2], "hartree")
show("packet centre in m", m_mean, "hbar", 1)
show("packet centre in angle", start, "rad", 1)
show("evolution time (each leg)", time, "a.u.", 1)
show("loop H01 H12 H20, imaginary part", loop.imag, "hartree^3", 5)
show("return probability, true reversal", echo_T, "(none)")
show("return probability, plain conjugation", echo_K, "(none)")
show("same with v2 = 0, plain conjugation", echo_even, "(none)")

# ---------- real matrix that breaks time reversal: ring with flux ----------
flux, h = 0.2, 1e-4
H_flux = ring_H(v1, 0.0, flux)
E, vectors = np.linalg.eigh(H_flux)
current = float(np.sum((m_ring + flux) * abs(vectors[:, 0])**2))
slope = (np.linalg.eigvalsh(ring_H(v1, 0, flux + h))[0]
         - np.linalg.eigvalsh(ring_H(v1, 0, flux - h))[0]) / (2 * h)
assert biggest(H_flux.imag) < 1e-12 and defect(H_flux, U_ring) > 0.1
assert biggest(U_ring @ H_flux.conj() @ U_ring.conj().T - ring_H(v1, 0, -flux)) < 1e-10
assert abs(current - slope) < 1e-6 and abs(current) > 0.01
print("RING WITH FLUX, v2 = 0")
show("flux f in (m+f)^2/2", flux, "(none)", 2)
show("largest imaginary part of H", biggest(H_flux.imag), "hartree")
show("ground-state energy", E[0], "hartree", 6)
show("ground-state mean of m+f", current, "hbar", 6)
show("dE/df by finite difference", slope, "hartree", 6)

# ---------- spin 1/2 ----------
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.diag([1.0 + 0j, -1.0])]
U_spin = -1j * pauli[1]
for s, sign in zip(pauli, (1, -1, 1)):
    assert biggest(U_spin @ s.conj() @ U_spin.conj().T + s) < 1e-14
    assert biggest(s.conj() - sign * s) < 1e-14
distances = []
for _ in range(200):
    V = random_unitary(2)
    U_new = V @ U_spin @ V.T
    assert biggest(U_new - np.linalg.det(V) * U_spin) < 1e-12
    assert biggest(U_new @ U_new.conj() + np.eye(2)) < 1e-12
    distances.append(np.linalg.norm(U_new - np.eye(2)))
assert max(distances) - min(distances) < 1e-12
print("SPIN 1/2")
print(f"number of random bases: {len(distances)}")
show("Frobenius distance of U' from 1, min and max",
     [min(distances), max(distances)], "(none)")
print("all good")
```

Output:

```
PACKET
width (standard deviation of x): 0.50 bohr
initial, mean x: 1.5000 bohr
initial, mean p: 2.0000 a.u.
time reversed, mean x: 1.5000 bohr
time reversed, mean p: -2.0000 a.u.
conjugated in p basis, mean x: -1.5000 bohr
conjugated in p basis, mean p: 2.0000 a.u.
P SHELL, order m = 1, 0, -1
state, real parts: 0.6667, 0.6667, 0.0000 (none)
state, imaginary parts: 0.0000, 0.3333, 0.0000 (none)
initial Lx, Ly, Lz: 0.6285, 0.3143, 0.4444 hbar
time reversed Lx, Ly, Lz: -0.6285, -0.3143, -0.4444 hbar
conjugated in Y basis Lx, Ly, Lz: 0.6285, -0.3143, 0.4444 hbar
strength g of potential g xy/r^2: 0.0500 hartree
its element <1|H|-1>, real part: 0.0000 hartree
its element <1|H|-1>, imaginary part: 0.0100 hartree
its eigenvalues: -0.0100, 0.0000, 0.0100 hartree
its defect under true reversal: 0.0000 hartree
its defect under plain conjugation: 0.0200 hartree
strength b of Zeeman term b Lz: 0.0100 hartree
its defect under true reversal: 0.0200 hartree
its defect under plain conjugation: 0.0000 hartree
RING, unit mass and radius 1 bohr
v1, v2: 0.5000, 1.0000 hartree
packet centre in m: 1.0 hbar
packet centre in angle: 1.0 rad
evolution time (each leg): 5.0 a.u.
loop H01 H12 H20, imaginary part: -0.03125 hartree^3
return probability, true reversal: 1.0000 (none)
return probability, plain conjugation: 0.1448 (none)
same with v2 = 0, plain conjugation: 1.0000 (none)
RING WITH FLUX, v2 = 0
flux f in (m+f)^2/2: 0.20 (none)
largest imaginary part of H: 0.0000 hartree
ground-state energy: -0.184202 hartree
ground-state mean of m+f: 0.044786 hbar
dE/df by finite difference: 0.044786 hartree
SPIN 1/2
number of random bases: 200
Frobenius distance of U' from 1, min and max: 2.0000, 2.0000 (none)
all good
```
